# Thickness and index in the ellipsometry of ultrathin transparent films

**Q.** You say you can measure a one-nanometre oxide left by a wet clean with light of wavelength 632.8 nm. How can a film six hundred times thinner than the wave leave a readable mark?

**A.** Through a phase. An ellipsometer measures the ratio of the reflection amplitudes for the two polarizations,

$$\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta},$$

and it can resolve a few hundredths of a degree in $\Delta$. We need to know how much $\Delta$ moves per nanometre.

Take an ambient of real index $n_a$, a uniform isotropic film of real index $n_f$ in $0<z<d$, and a thick substrate of index $n_s$. The interfaces are flat and sharp. I write $\varepsilon=n^2$ for each medium and $k_0=\omega/c$. Fields vary as $e^{i(\omega t-Kx)}$, with $K=k_0n_a\sin\varphi$ at incidence angle $\varphi$. A wave travelling into the sample goes as $e^{-iqz}$, with $q_j^2=\varepsilon_jk_0^2-K^2$, and an absorbing index is written $n-ik$.

**Q.** Two polarizations and multiple reflections in the film: that will be a long calculation.

**A.** One equation covers both. Let $U=E_y$, $w=1$ for $s$ light, and $U=H_y$, $w=1/\varepsilon$ for $p$ light. Maxwell's equations give $U''=-q^2U$ in each layer. The tangential fields are proportional to $U$ and $wU'$, so both are continuous. Define the admittance

$$X=\frac{iwU'}{U}.$$

It is continuous too. In the substrate there is only the inward wave, $U'=-iq_sU$, so $X(d)=X_2=w_sq_s$. In the ambient, $U=e^{-iq_az}+re^{iq_az}$. At $z=0$ this gives $U=1+r$ and $U'=-iq_a(1-r)$, hence

$$X(0)=x_0\frac{1-r}{1+r},\qquad r=\frac{x_0-X(0)}{x_0+X(0)},\qquad x_0=w_aq_a.$$

For $p$ light this $r$ is the ratio of magnetic amplitudes. At normal incidence on a bare substrate with $n_s>n_a$ it makes $r_p>0$ and $r_s<0$, so $\Delta=180^\circ$. That value holds up to Brewster's angle if the substrate is transparent.

**Q.** And the film?

**A.** It carries $X$ from $d$ back to $0$. Differentiate the definition, using $U''=-q_f^2U$ and $U'/U=X/(iw)$:

$$X'=-iwq_f^2-iw\left(\frac{X}{iw}\right)^2=-i(a-bX^2),\qquad a=wq_f^2,\quad b=\frac1w .$$

Thus $(a,b)=(q_f^2,1)$ for $s$ and $(q_f^2/\varepsilon_f,\varepsilon_f)$ for $p$.

Put $P=a-bX_2^2$. Then $X'(d)=-iP$ and $X''(d)=2ibX_2X'(d)=2bX_2P$. A Taylor expansion back from $z=d$ gives

$$X(0)=X_2-dX'(d)+\tfrac12d^2X''(d)=X_2+idP+d^2bX_2P+O(d^3).$$

I keep the second order because it will decide whether the index can be found.

**Q.** You measure $r$, not $X$.

**A.** Expand $\ln r=\ln(x_0-X)-\ln(x_0+X)$. Its first and second derivatives at $X_2$ are $-2x_0/D$ and $-4x_0X_2/D^2$, where $D=x_0^2-X_2^2$. So

$$\delta\ln r=-\frac{2x_0}{D}\left(idP+d^2bX_2P\right)-\frac{2x_0X_2}{D^2}(idP)^2 .$$

Since $(idP)^2=-d^2P^2$, with $u=P/D$ this is

$$\delta\ln r=-2ix_0u\,d+2d^2x_0X_2\,u(u-b).\tag{1}$$

**Q.** Then give me the first-order term for each polarization, without skipping the $p$ algebra.

**A.** For $s$ light the $K^2$ terms cancel:

$$u_s=\frac{q_f^2-q_s^2}{q_a^2-q_s^2}=\frac{\varepsilon_s-\varepsilon_f}{\varepsilon_s-\varepsilon_a}.$$

For $p$ light,

$$P_p=\frac{q_f^2}{\varepsilon_f}-\frac{\varepsilon_fq_s^2}{\varepsilon_s^2}
=k_0^2\frac{\varepsilon_s-\varepsilon_f}{\varepsilon_s}-K^2\frac{\varepsilon_s^2-\varepsilon_f^2}{\varepsilon_f\varepsilon_s^2}
=\frac{\varepsilon_s-\varepsilon_f}{\varepsilon_s}B_f,$$

where $B_j=k_0^2-K^2(1/\varepsilon_j+1/\varepsilon_s)$. The last step factors the difference of squares. In the same way,

$$D_p=\frac{q_a^2}{\varepsilon_a^2}-\frac{q_s^2}{\varepsilon_s^2}=\frac{\varepsilon_s-\varepsilon_a}{\varepsilon_a\varepsilon_s}B_a .$$

Hence $u_p=\varepsilon_au_sB_f/B_a$. Because $x_0=q_a/\varepsilon_a$ for $p$ and $q_a$ for $s$, subtraction gives

$$\delta\ln\rho=-2id\,q_au_s\,\frac{B_f-B_a}{B_a}.$$

The phase common to both polarizations has cancelled. What remains contains

$$B_f-B_a=K^2\left(\frac1{\varepsilon_a}-\frac1{\varepsilon_f}\right)=k_0^2\sin^2\varphi\,\frac{\varepsilon_f-\varepsilon_a}{\varepsilon_f},$$

$$B_a=\frac{k_0^2}{\varepsilon_s}\left(\varepsilon_s\cos^2\varphi-\varepsilon_a\sin^2\varphi\right).$$

With $q_a=k_0n_a\cos\varphi$ the result is

$$\delta\ln\rho=-\frac{2ik_0d\,n_a\cos\varphi\sin^2\varphi\;\varepsilon_s\,F}{(\varepsilon_s-\varepsilon_a)(\varepsilon_s\cos^2\varphi-\varepsilon_a\sin^2\varphi)},\tag{2}$$

$$F=\frac{(\varepsilon_f-\varepsilon_a)(\varepsilon_s-\varepsilon_f)}{\varepsilon_f}.$$

Since $\ln\rho=\ln\tan\Psi+i\Delta$, a transparent substrate gives a change of $\Delta$ alone at this order. The opposite time convention would reverse its sign.

**Q.** Put in the oxide.

**A.** I take $d=1.0$ nm, $n_f=1.46$, air, $\varphi=70^\circ$, and a rough silicon index of $3.88-0.02i$. Ignore the small absorption for the moment. Then $\varepsilon_f=2.132$, $\varepsilon_s=15.05$, and

$$F=\frac{1.132\times12.92}{2.132}=6.86.$$

Also $2k_0d=4\pi/632.8=0.01986$ and $\cos\varphi\sin^2\varphi=0.3020$. The denominator of (2) is $14.05\times0.878=12.34$. Therefore

$$\delta\Delta=-\frac{0.01986\times0.3020\times15.05\times6.86}{12.34}=-0.0502\ \text{rad}=-2.88^\circ.$$

Restoring the absorption leaves the first-order value at $-2.88^\circ$. Matching the fields at both interfaces without expanding gives $-2.87^\circ$. With an assumed noise of $0.02^\circ$ in $\Delta$, and with the film index held fixed, the thickness noise is $0.02/2.87=0.007$ nm. That is repeatability on a uniform model film, not accuracy.

**Q.** So I fit thickness and index, and get both to comparable precision.

**A.** You don't. In (2) the film enters through the product $dF(n_f)$ and nowhere else. A small change of index can be offset by a change of thickness that keeps this product fixed:

$$\frac{\partial\ln d}{\partial n_f}=-L,\qquad L=\frac{d\ln F}{dn_f}=2n_f\left[\frac1{\varepsilon_f-\varepsilon_a}-\frac1{\varepsilon_f}-\frac1{\varepsilon_s-\varepsilon_f}\right].\tag{3}$$

For the oxide, $L=2.92\,(0.8837-0.4691-0.0774)=0.985$. Raising the index by 0.01 lowers the inferred thickness by about 1%. I solved the unexpanded equations numerically for films that all give the same $\Delta$ as the example:

| $n_f$ | $d$ (nm) | change in $\Psi$ (deg) |
|---|---|---|
| 1.38 | 1.099 | +0.0004 |
| 1.46 | 1.000 | 0 |
| 1.60 | 0.901 | −0.0007 |
| 1.80 | 0.840 | −0.0019 |
| 2.30 | 0.866 | −0.0060 |

If the noise in $\Psi$ is $0.01^\circ$, no single reading separates these films.

**Q.** The last column isn't zero. Average long enough and $\Psi$ will tell me the index.

**A.** In principle, yes, but look at how small that information is. Suppose all indices are real and $q_s$ is real. Taking the complex conjugate of $X'=-i(a-bX^2)$ reverses the sign of $i$, which is the same as reversing the direction of $z$. The starting value $X_2$ is real. So changing $d$ to $-d$ in the solution changes $\rho$ to $\rho^*$. The shift in $\Delta$ is then odd in $d$, and the shift in $\ln\tan\Psi$ is even. The first response of $\Psi$ is the $d^2$ term of (1), $p$ minus $s$.

For the oxide on silicon with absorption ignored, the factor $2x_0X_2u(u-b)$ is $8.78\,k_0^2$ for $p$ and $-0.19\,k_0^2$ for $s$. With $k_0d=0.00993$,

$$\delta\ln\tan\Psi=8.97\times(0.00993)^2=8.8\times10^{-4}.$$

Since $\delta\Psi=\tfrac12\sin2\Psi\,\delta\ln\tan\Psi$ and $\Psi=10.56^\circ$, the change is $0.0091^\circ$. In this estimate the whole film moves $\Psi$ by about one noise width. With the weak absorption restored, the shift is $0.014^\circ$.

**Q.** Turn that into an uncertainty. "Strongly correlated" should be a number.

**A.** Write the leading shifts for a transparent substrate as $\delta\Delta=AdF$ and $\delta\Psi=d^2G$, where $A$ does not depend on the film and $G$ depends on $n_f$. Divide each signal by its noise, $\sigma_\Delta$ or $\sigma_\Psi$. The derivatives with respect to index and thickness are the vectors

$$\mathbf j_n=\left(\frac{AdF'}{\sigma_\Delta},\frac{d^2G'}{\sigma_\Psi}\right),\qquad
\mathbf j_d=\left(\frac{AF}{\sigma_\Delta},\frac{2dG}{\sigma_\Psi}\right).$$

For small independent noise, the least-squares covariance is the inverse of the $2\times2$ matrix of their scalar products. If $\theta$ is the angle between the vectors, inverting it gives

$$\sigma_n=\frac1{|\mathbf j_n|\sin\theta},\qquad \sigma_d=\frac1{|\mathbf j_d|\sin\theta},\qquad \text{corr}=-\cos\theta .\tag{4}$$

As $d\to0$ both vectors turn towards the $\Delta$ axis. Their cross product is $Ad^2(F'\,2G-FG')/(\sigma_\Delta\sigma_\Psi)$, while $|\mathbf j_n|\propto d$ and $|\mathbf j_d|$ tends to a constant. So $\sin\theta\propto d$, provided $F'\neq0$ and $2GF'\neq FG'$. It follows that

$$\sigma_n\propto d^{-2},\qquad\sigma_d\propto d^{-1},\qquad1-|\text{corr}|\propto d^2 .$$

For the 1.0 nm oxide on the slightly absorbing silicon, the derivatives of the unexpanded model give $\sigma_n=1.9$, $\sigma_d=1.8$ nm and a correlation of $-0.99999$. An index uncertainty of 1.9 lies far outside the range where a linear estimate means anything. It says that one reading leaves the index undetermined.

**Q.** Real silicon absorbs. Doesn't that put first-order information into $\Psi$?

**A.** Yes, but not enough. For the 1.0 nm oxide, including the absorption lowers $\sigma_n$ from 2.6 to 1.9. With complex $\varepsilon_s$, $F$ is complex, and so is $L$. Its imaginary part comes from the last term of (3), $-2n_f\,\mathrm{Im}[1/(\varepsilon_s-\varepsilon_f)]$. The index and thickness derivatives of $\ln\rho$ are in the ratio $Ld$, so they are no longer parallel in the complex plane. The angle between them stays finite as $d\to0$. By (4), $\sigma_n$ then grows as $d^{-1}$ and $\sigma_d$ tends to a constant. For silicon in the red, $|\varepsilon_s-\varepsilon_f|$ is about 13 and the absorption is weak, so this angle is very small.

**Q.** Then I'll measure at several angles. That is what the goniometer is for.

**A.** Look for $\varphi$ in (3). It isn't there. Each angle multiplies the same $dF$ by a different known factor, so to first order every angle has the same trade-off. Adding $65^\circ$ and $75^\circ$ to the $70^\circ$ reading, with the same noise at each, lowers $\sigma_n$ from 1.9 to 0.76, which is still useless. The correlation comes even closer to $-1$: $1-|\text{corr}|$ falls from $7\times10^{-6}$ to $8\times10^{-7}$. Equation (4) shows how both can happen. Since $1-|\text{corr}|\approx\theta^2/2$, $\sin\theta$ fell by a factor of 2.9, so $|\mathbf j_n|$ must have risen by about 7. The signal grew enough to lower both uncertainties, although the two derivative vectors became more nearly parallel. One angle looks like an exception. At $75.55^\circ$, Brewster's angle of the substrate, the same fixed noise gives $\sigma_n=0.045$ from a single reading, because $\rho$ nearly vanishes there and a fixed noise in $\Delta$ then means a very small noise in $\rho$. The gain is hard to collect. It shrinks to $\sigma_n\approx0.27$ at $0.05^\circ$ to either side. It shrinks to 0.63 if the noise in $\Delta$ grows as $1/\sin2\Psi$ from its value at $70^\circ$. And an angle error of only $0.002^\circ$ shifts the linear estimate of the index by about 0.8.

**Q.** Near $75^\circ$ the denominator of (2) almost vanishes. Why trust it there?

**A.** In its logarithmic form you shouldn't. For a transparent substrate $B_a=0$ is Brewster's condition, where the bare $r_p$ vanishes and its logarithm diverges. The amplitude itself behaves well. The bare value is $r_p=D/(x_0+X_2)^2$, so the first-order term of (1) gives

$$\delta r_p=r_p\left(-\frac{2ix_0dP}{D}\right)=-\frac{2ix_0dP}{(x_0+X_2)^2},$$

with no small denominator. Use $\delta\rho=\rho_0\,\delta\ln\rho$, where $\rho_0$ is the bare ratio. At $75.5^\circ$ for the 1.0 nm oxide, this linear law misses the exact change in $\rho$ by 0.9% of that change. The linear law for $\ln\rho$ misses by 115% of the exact change in $\ln\rho$. Away from Brewster's angle, (2) needs $|q_fd|$, $|bX_2d|$ and $|(x_0+X_2)ud|$ all much less than 1 for both polarizations. The first two keep the change of $X$ linear in $d$. The third keeps that change small compared with $x_0-X_2$, since $P/(x_0-X_2)=(x_0+X_2)u$.

**Q.** What about a second wavelength?

**A.** That does help, because $\varepsilon_s$ changes. At 400 nm I take a rough silicon index of $5.57-0.39i$. The real part of $L$ is then 1.111 instead of 0.985, so the two lines of compensation cross at a small angle. At $70^\circ$, with the same noise at both wavelengths and one film index for both, the linear estimate is $\sigma_n=0.073$ and $\sigma_d=0.077$ nm, with correlation $-0.998$.

**Q.** An index spread of 0.07 is hardly infinitesimal. Is the linear estimate still good?

**A.** The index width is roughly right, but the linear estimate makes the thickness spread too small and misses the shape. In 300 nonlinear fits to synthetic data with Gaussian noise, the spreads were 0.070 and 0.087 nm, and the correlation of $n_f$ with $d$ was only $-0.965$. The fits lie along the curve $dF(n_f)=\text{constant}$, which bends over this range. The bend gives the thickness a long tail on the thick side, so its spread and the correlation depend on how many of these rare fits a sample contains. A sample of 12000 fits gives spreads of 0.074 and 0.097 nm and a correlation of $-0.94$. Batches of 300 within it range from 0.078 to 0.148 nm in thickness spread and from $-0.97$ to $-0.81$ in correlation. In the variables $\ln F$ and $\ln d$ that curve is a straight line, and there the correlation is $-0.998$. With the noise reduced twentyfold, 600 fits gave a correlation of $-0.998$ between $n_f$ and $d$ themselves. The lower coefficient at full noise therefore reflects curvature, not better separation.

**Q.** Good. Two colours, and I have my index to 0.07.

**A.** Only if everything else is known. Suppose the film index is really 0.013 higher at 400 nm, a rough size for silica's dispersion, and you fit one index to both colours. In the linear estimate the fitted index is wrong by $+0.11$ and the thickness by $-0.11$ nm. An error of $0.02^\circ$ in the incidence angle gives $+0.044$ and $-0.042$ nm. The bend of the curve reduces these somewhat: the full nonlinear fit gives $+0.10$ and $-0.08$ nm for the dispersion, and $+0.041$ and $-0.036$ nm for the angle. Both errors run along the same weak direction as the noise.

**Q.** Is the correlation at least a law of nature for thin films?

**A.** No. Multiply out $F$:

$$F=\varepsilon_s+\varepsilon_a-\varepsilon_f-\frac{\varepsilon_a\varepsilon_s}{\varepsilon_f},\qquad
\frac{dF}{d\varepsilon_f}=-1+\frac{\varepsilon_a\varepsilon_s}{\varepsilon_f^2}.$$

For real indices the derivative vanishes at $n_f=\sqrt{n_an_s}$. The second derivative is $-2\varepsilon_a\varepsilon_s/\varepsilon_f^3<0$, so $F$ has a maximum there. On silicon in air, with absorption ignored, this is $n_f=1.97$, close to the rough index 2.0 of silicon nitride. The $\Delta$ part of $\mathbf j_n$ vanishes to first order, and the two vectors become nearly perpendicular. For a 1 nm film at $70^\circ$ with $n_f$ exactly $\sqrt{3.88}=1.9698$, the correlation is only $-0.11$, with $\sigma_d=0.006$ nm and $\sigma_n=1.4$. The window is narrow: the correlation is $-0.93$ at $n_f=1.96$, $+0.92$ at $1.98$ and $+0.99$ at $2.0$, where $\sigma_d$ has grown to 0.04 nm. These are again linear estimates, and an index spread of 1.4 is far outside their range. The small $\sigma_d$ therefore holds only if other evidence places the index close to 1.97. There the thickness hardly depends on the index you assume, and the reading does not fix the index. Weak correlation does not mean that both parameters are measured.

This also explains the table: the matching thickness falls as the index rises to about 1.97, then rises again.

**Q.** I'd like to watch the oxide grow in the bath. Does water change anything?

**A.** It makes the assumed index matter more. With $n_a=1.33$, the first term of (3) becomes $1/(2.132-1.769)=2.76$, and

$$L=2.92\,(2.76-0.469-0.077)=6.5.$$

An index error of 0.01 now shifts the inferred thickness by about 6.5%, against 1% in air. In the limit $n_f=n_a$, $F=0$ and the film is invisible at every thickness: it is optically just more ambient.

**Q.** How far is your ideal film from the one on my wafer?

**A.** A chemical oxide is roughly 1 nm thick, so the example has the right size, but it is only a few atomic layers. A sharp boundary and a bulk index of 1.46 are the assumptions most open to doubt. I added layers to the model at $70^\circ$ and 632.8 nm, and divided the change in $\Delta$ by the slope of $-2.87^\circ$ per nm. An adsorbed layer of 0.2 nm with index 1.4 reads as 0.19 nm of extra oxide. A suboxide layer of 0.3 nm with index 2.0, placed next to the silicon, reads as 0.36 nm. Those thicknesses and indices are rough assumptions. By comparison, raising the silicon $k$ by 0.002 adds 0.03 nm, an angle error of $0.02^\circ$ adds 0.004 nm, and raising the real part of the silicon index by 0.0025 removes 0.002 nm. The terms beyond first order amount to 0.001 nm. Surface condition and interface structure, not the expansion, limit the accuracy here.

**Q.** Then what should I report from the process line?

**A.** For films of this kind measured at one wavelength, fix the index, state its value, and report an equivalent thickness. With the ambient, angle and substrate also held fixed, changes in that number track changes in $dF$ very sensitively. They become changes in physical thickness only if the film's index and its surface layers stay the same. If the index itself is in question, it needs independent evidence. A separate thickness measurement helps only if it is accurate enough: for the 1.0 nm oxide, an error of 0.05 nm in thickness shifts the inferred index by about 0.05. A second index, near 2.66, also gives the same $\Delta$ at that thickness and must be ruled out. For a film with index near 1.97, even a good thickness value says little about the index.
